# Sensitivity of Kinetic Growth Simulations from Event Counts and Integrated Propensities: verification in Python

```python
"""
Result under test, for a continuous-time Markov model of growth:
    d E[F] / d ln k = Cov(F, N - A)
k: rate constant of one event class; N: number of its events;
A: time integral of its total propensity; F: observable of the path.
The score is M = N - A. Derivatives of means come from the master equation;
covariances come from simulated trajectories (and from counting fields).
Model: ring of trough sites, landing on empty sites, hops of lone atoms,
atoms with an occupied neighbour immobile. Observable: number of chains,
where a single atom counts as a chain.
"""
import numpy as np
from scipy import sparse
from scipy.constants import k as k_joule, e as charge
from scipy.sparse.linalg import expm_multiply

KB = k_joule / charge            # eV/K
SITES = 12
TEMP = 360.0                     # K
BARRIER = 0.80                   # eV, rough
PREFACTOR = 5.0e10               # 1/s, rough, per direction
FLUX = 0.01                      # landings per site per second
TIME = 20.0                      # s
SPACING = 0.28                   # nm, rough site spacing along trough
DOUBLE_EXTRA = 0.08              # eV, rough extra barrier of double jumps
DETACH_EXTRA = 0.30              # eV, rough extra barrier at chain ends
STOP_ATOMS = 3


def arrhenius(barrier, temp):
    return PREFACTOR * np.exp(-barrier / (KB * temp))


HOP = arrhenius(BARRIER, TEMP)


def jump_matrix(rows, targets, size, weight=1.0):
    data = np.full(len(rows), weight)
    return sparse.csr_matrix((data, (rows, targets)), shape=(size, size))


def generator(jumps):
    exits = np.asarray(jumps.sum(axis=1)).ravel()
    return (jumps - sparse.diags(exits)).tocsr()


def target_table(rows, targets, size, width):
    order = np.argsort(rows, kind="stable")
    rows, targets = rows[order], targets[order]
    counts = np.bincount(rows, minlength=size)
    first = np.cumsum(counts) - counts
    table = np.zeros((size, width), dtype=np.int64)
    table[rows, np.arange(len(rows)) - first[rows]] = targets
    return counts, table


class Ring:
    """All occupation patterns of a periodic trough, one bit per site."""

    def __init__(self, sites):
        self.sites, self.size = sites, 2**sites
        states = np.arange(self.size)
        occ = (states[:, None] >> np.arange(sites)) & 1
        self.occ, self.atoms = occ, occ.sum(axis=1)
        right, left = np.roll(occ, -1, axis=1), np.roll(occ, 1, axis=1)
        self.chains = (occ * (1 - right)).sum(axis=1).astype(float)
        self.chains[-1] = 1.0    # completely filled ring
        self.lone = (occ == 1) & (left == 0) & (right == 0)
        rows, site = np.nonzero(occ == 0)
        self.land = (rows, rows | (1 << site))
        self.hop = self.moves([(self.lone, 1), (self.lone, -1)])
        self.land_jumps = jump_matrix(*self.land, self.size)
        self.hop_jumps = jump_matrix(*self.hop, self.size)
        self.land_gen = generator(self.land_jumps)
        self.hop_gen = generator(self.hop_jumps)
        self.hop_exits = np.bincount(self.hop[0], minlength=self.size)

    def moves(self, choices):
        all_rows, all_targets = [], []
        for mask, shift in choices:
            rows, site = np.nonzero(mask)
            new_site = (site + shift) % self.sites
            all_rows.append(rows)
            all_targets.append(rows ^ (1 << site) ^ (1 << new_site))
        return np.concatenate(all_rows), np.concatenate(all_targets)

    def full_generator(self, hop, flux):
        return (flux * self.land_gen + hop * self.hop_gen).tocsr()


def mean_final(gen, values, time):
    """Mean of a state function at the given time, from the empty ring."""
    return expm_multiply(gen * time, values.astype(float))[0]


def mean_integral(gen, values, time):
    """Mean time integral of a state function, from the empty ring."""
    column = sparse.csr_matrix(values.astype(float)[:, None])
    corner = sparse.csr_matrix((1, 1))
    big = sparse.bmat([[gen, column], [None, corner]], format="csr")
    start = np.zeros(gen.shape[0] + 1)
    start[-1] = 1.0
    return expm_multiply(big * time, start)[0]


def log_slope(function, step=1e-3):
    """Central derivative with respect to the log of a scale factor."""
    return (function(np.exp(step)) - function(np.exp(-step))) / (2 * step)


ring = Ring(SITES)
land_count, land_table = target_table(*ring.land, ring.size, SITES)
hop_count, hop_table = target_table(*ring.hop, ring.size, SITES)


def simulate(runs, hop, flux, rng, horizon=np.inf, stop_atoms=SITES):
    """Rejection-free trajectories; returns chains, counts and integrals."""
    state = np.zeros(runs, dtype=np.int64)
    clock = np.zeros(runs)
    n_hop, n_land = np.zeros(runs), np.zeros(runs)
    a_hop, a_land = np.zeros(runs), np.zeros(runs)
    active = np.arange(runs)
    while active.size:
        now = state[active]
        rate_hop, rate_land = hop * hop_count[now], flux * land_count[now]
        total = rate_hop + rate_land
        wait = rng.exponential(size=active.size) / total
        left = horizon - clock[active]
        spent = np.minimum(wait, left)
        a_hop[active] += rate_hop * spent
        a_land[active] += rate_land * spent
        clock[active] += spent
        go = wait < left
        active, now = active[go], now[go]
        is_hop = rng.random(active.size) * total[go] < rate_hop[go]
        options = np.where(is_hop, hop_count[now], land_count[now])
        pick = (rng.random(active.size) * options).astype(np.int64)
        new = np.where(is_hop, hop_table[now, pick], land_table[now, pick])
        state[active] = new
        n_hop[active] += is_hop
        n_land[active] += ~is_hop
        active = active[ring.atoms[new] < stop_atoms]
    return ring.chains[state], n_hop, a_hop, n_land, a_land


def covariance(x, y):
    """Sample covariance, its standard error, and the noise per run."""
    product = (x - x.mean()) * (y - y.mean())
    noise = product.std()
    return product.mean(), noise / np.sqrt(len(x)), noise


def agrees(estimate, error, reference, widths=4.5):
    return abs(estimate - reference) < widths * error


# ---- master-equation side -------------------------------------------------
gen = ring.full_generator(HOP, FLUX)


def mean_chains(hop, flux=FLUX, time=TIME):
    return mean_final(ring.full_generator(hop, flux), ring.chains, time)


def mean_hops(hop):
    g = ring.full_generator(hop, FLUX)
    return hop * mean_integral(g, ring.hop_exits, TIME)


chains0 = mean_chains(HOP)
slope_hop = log_slope(lambda c: mean_chains(c * HOP))
slope_flux = log_slope(lambda c: mean_chains(HOP, c * FLUX))
slope_time = log_slope(lambda c: mean_chains(HOP, FLUX, c * TIME))
hops0 = mean_hops(HOP)
slope_hops = log_slope(lambda c: mean_hops(c * HOP))
assert abs(slope_hop + slope_flux - slope_time) < 1e-5


# ---- covariance parts from counting fields, free of sampling noise --------
def weighted_mean(values, u, v):
    """Mean of values * exp(u*N + v*A) for the hop class."""
    diagonal = sparse.diags((1 - v) * ring.hop_exits.astype(float))
    tilted = FLUX * ring.land_gen
    tilted = tilted + HOP * (np.exp(u) * ring.hop_jumps - diagonal)
    return mean_final(tilted.tocsr(), values, TIME)


def field_slope(values, u, v):
    up, down = weighted_mean(values, u, v), weighted_mean(values, -u, -v)
    return (up - down) / (2 * max(u, v))


ones, small = np.ones(ring.size), 1e-4
mean_n = field_slope(ones, small, 0.0)
mean_a = field_slope(ones, 0.0, small)
cov_n = field_slope(ring.chains, small, 0.0) - chains0 * mean_n
cov_a = field_slope(ring.chains, 0.0, small) - chains0 * mean_a
assert abs(mean_n - hops0) < 1e-4 and abs(mean_a - hops0) < 1e-4
assert abs(cov_n - cov_a - slope_hop) < 1e-4

# ---- trajectories at fixed time -------------------------------------------
rng = np.random.default_rng(20240611)
RUNS = 400_000
f, nh, ah, nl, al = simulate(RUNS, HOP, FLUX, rng, horizon=TIME)
score_hop, score_land = nh - ah, nl - al
mc_hop, err_hop, noise_hop = covariance(f, score_hop)
mc_flux, err_flux, _ = covariance(f, score_land)
mc_sum, err_sum, _ = covariance(f, score_hop + score_land)
mc_n, err_n, _ = covariance(f, nh)
mc_a, err_a, _ = covariance(f, ah)
noise_plain = (f * score_hop).std()
assert agrees(f.mean(), f.std() / np.sqrt(RUNS), chains0)
assert agrees(score_hop.mean(), score_hop.std() / np.sqrt(RUNS), 0.0)
assert agrees(mc_hop, err_hop, slope_hop)
assert abs(slope_hop) > 5 * err_hop          # the comparison has power
assert agrees(mc_flux, err_flux, slope_flux)
assert agrees(mc_sum, err_sum, slope_time)
assert agrees(mc_n, err_n, cov_n) and agrees(mc_a, err_a, cov_a)

# score variance equals mean integrated propensity
var_score, err_var, _ = covariance(score_hop, score_hop)
assert agrees(var_score, err_var, hops0)
bound = f.std() * np.sqrt(hops0)
assert abs(slope_hop) < bound

# path observables: N has no explicit rate dependence, A has
mc_nn, err_nn, _ = covariance(nh, score_hop)
mc_aa, err_aa, _ = covariance(ah, score_hop)
explicit = ah + (ah - ah.mean()) * (score_hop - score_hop.mean())
err_explicit = explicit.std() / np.sqrt(RUNS)
assert agrees(mc_nn, err_nn, slope_hops)
assert agrees(explicit.mean(), err_explicit, slope_hops)
assert abs(mc_aa - slope_hops) > 10 * err_aa  # explicit term is needed

# ten times faster hopping
fast_hops = mean_hops(10 * HOP)
fast_slope = log_slope(lambda c: mean_chains(10 * c * HOP))
ff, fn, fa, _, _ = simulate(60_000, 10 * HOP, FLUX, rng, horizon=TIME)
fast_var, fast_err, _ = covariance(fn - fa, fn - fa)
fast_mc, fast_mc_err, fast_noise = covariance(ff, fn - fa)
assert agrees(fast_var, fast_err, fast_hops)
assert agrees(fast_mc, fast_mc_err, fast_slope)


# ---- growth stopped at a given number of landed atoms ---------------------
def chains_at_stop(hop, flux):
    inside = np.flatnonzero(ring.atoms < STOP_ATOMS)
    outside = np.flatnonzero(ring.atoms >= STOP_ATOMS)
    rows = ring.full_generator(hop, flux)[inside]
    source = rows[:, outside] @ ring.chains[outside]
    return np.linalg.solve(-rows[:, inside].toarray(), source)[0]


stop_mean = chains_at_stop(HOP, FLUX)
stop_hop = log_slope(lambda c: chains_at_stop(c * HOP, FLUX))
stop_flux = log_slope(lambda c: chains_at_stop(HOP, c * FLUX))
sf, sn, sa, sl, sal = simulate(300_000, HOP, FLUX, rng,
                               stop_atoms=STOP_ATOMS)
stop_mc, stop_err, _ = covariance(sf, sn - sa)
stop_mc_flux, stop_err_flux, _ = covariance(sf, sl - sal)
assert np.all(sl == STOP_ATOMS)
assert abs(stop_hop + stop_flux) < 1e-7
assert agrees(stop_mc, stop_err, stop_hop)
assert agrees(stop_mc_flux, stop_err_flux, stop_flux)

# ---- barrier and temperature ----------------------------------------------
cov_exact = cov_n - cov_a
per_ev = -cov_exact / (KB * TEMP)
per_kelvin = cov_exact * BARRIER / (KB * TEMP**2)
de, dt = 1e-5, 0.02
direct_ev = (mean_chains(arrhenius(BARRIER + de, TEMP))
             - mean_chains(arrhenius(BARRIER - de, TEMP))) / (2 * de)
direct_kelvin = (mean_chains(arrhenius(BARRIER, TEMP + dt))
                 - mean_chains(arrhenius(BARRIER, TEMP - dt))) / (2 * dt)
assert abs(per_ev - direct_ev) < 1e-3 * abs(direct_ev) + 1e-3
assert abs(per_kelvin - direct_kelvin) < 1e-3 * abs(direct_kelvin) + 1e-5
barrier_error = 0.02
shift_linear = per_ev * barrier_error
shift_true = mean_chains(arrhenius(BARRIER + barrier_error, TEMP)) - chains0

# ---- size of neglected effects --------------------------------------------
double_ratio = np.exp(-DOUBLE_EXTRA / (KB * TEMP))
free_right = ring.lone & (np.roll(ring.occ, -2, axis=1) == 0)
free_left = ring.lone & (np.roll(ring.occ, 2, axis=1) == 0)
double_moves = ring.moves([(free_right, 2), (free_left, -2)])
double_gen = generator(jump_matrix(*double_moves, ring.size))


def chains_double(hop):
    g = ring.full_generator(hop, FLUX) + hop * double_ratio * double_gen
    return mean_final(g.tocsr(), ring.chains, TIME)


double_shift = chains_double(HOP) - chains0
double_slope = log_slope(lambda c: chains_double(c * HOP))

# atoms landing on a chain: alternative rule, slide to either chain end
slide_rows, slide_targets = [], []
for pattern in range(ring.size - 1):
    for site in range(SITES):
        if pattern >> site & 1:
            for direction in (1, -1):
                place = site
                while pattern >> place & 1:
                    place = (place + direction) % SITES
                slide_rows.append(pattern)
                slide_targets.append(pattern | 1 << place)
slide_gen = generator(jump_matrix(slide_rows, slide_targets, ring.size, 0.5))


def chains_slide(hop):
    g = ring.full_generator(hop, FLUX) + FLUX * slide_gen
    return mean_final(g.tocsr(), ring.chains, TIME)


on_top = FLUX * mean_integral(gen, ring.atoms, TIME)
slide_shift = chains_slide(HOP) - chains0
slide_slope = log_slope(lambda c: chains_slide(c * HOP))
detach_rate = HOP * np.exp(-DETACH_EXTRA / (KB * TEMP))
detach_bound = 2 * detach_rate * mean_integral(gen, ring.chains, TIME)

longer = Ring(14)


def chains_longer(hop):
    g = longer.full_generator(hop, FLUX)
    return mean_final(g, longer.chains, TIME)


density12, density14 = chains0 / SITES, chains_longer(HOP) / 14
slope14 = log_slope(lambda c: chains_longer(c * HOP)) / 14
coverage = mean_final(gen, ring.atoms, TIME) / SITES
per_um = 1000 / (SITES * SPACING)

# ---- output ---------------------------------------------------------------
print(f"sites {SITES}; temperature {TEMP:.0f} K; time {TIME:.0f} s")
print(f"barrier {BARRIER:.2f} eV; prefactor {PREFACTOR:.1e} 1/s")
print(f"flux {FLUX:.3f} per site per s; site spacing {SPACING:.2f} nm")
print(f"thermal energy {KB*TEMP:.5f} eV")
print(f"hop rate per direction {HOP:.4f} 1/s; hop/flux {HOP/FLUX:.2f}")
print(f"final coverage {coverage:.4f} atoms per site")
print(f"trajectories at fixed time {RUNS}")
print(f"mean chains: master eq. {chains0:.5f}, sampled {f.mean():.5f}")
print(f"chain density {chains0*per_um:.1f} per um of trough")
print(f"mean hops = mean integrated propensity {hops0:.4f}")
print(f"Cov(chains, hop count) {cov_n:.5f}")
print(f"Cov(chains, integrated hop propensity) {cov_a:.5f}")
print(f"their difference {cov_exact:.5f}")
print(f"d chains/d ln hop rate, master eq. {slope_hop:.5f}")
print(f"same, sampled covariance {mc_hop:.5f} +- {err_hop:.5f}")
print(f"same, per um of trough {slope_hop*per_um:.2f}")
print(f"d chains/d ln flux, master eq. {slope_flux:.5f}")
print(f"same, sampled covariance {mc_flux:.5f} +- {err_flux:.5f}")
print(f"d chains/d ln time, master eq. {slope_time:.5f}")
print(f"sampled score variance {var_score:.4f} +- {err_var:.4f}")
print(f"sd of chains {f.std():.4f}; bound on hop slope {bound:.4f}")
print(f"noise per run: centred {noise_hop:.4f}, plain {noise_plain:.4f}")
print(f"d mean hops/d ln hop rate, master eq. {slope_hops:.4f}")
print(f"Cov(N, M) {mc_nn:.4f} +- {err_nn:.4f}")
print(f"Cov(A, M) alone {mc_aa:.4f} +- {err_aa:.4f}")
print(f"E[A] + Cov(A, M) {explicit.mean():.4f} +- {err_explicit:.4f}")
print(f"10x hop rate: mean hops {fast_hops:.3f}")
print(f"10x: score variance {fast_var:.3f} +- {fast_err:.3f}")
print(f"10x: slope {fast_slope:.5f}, sampled {fast_mc:.5f}"
      f" +- {fast_mc_err:.5f} ({len(ff)} runs)")
print(f"10x: centred noise per run {fast_noise:.4f}")
print(f"stop at atom {STOP_ATOMS}: mean chains {stop_mean:.5f}"
      f" ({len(sf)} runs)")
print(f"stop: hop slope {stop_hop:.5f}, sampled {stop_mc:.5f}"
      f" +- {stop_err:.5f}")
print(f"stop: flux slope {stop_flux:.5f}, sampled {stop_mc_flux:.5f}"
      f" +- {stop_err_flux:.5f}")
print(f"d chains/d barrier {per_ev:.4f} 1/eV; direct {direct_ev:.4f}")
print(f"d chains/d T {per_kelvin:.6f} 1/K; direct {direct_kelvin:.6f}")
print(f"barrier +{barrier_error:.2f} eV: linear {shift_linear:.4f},"
      f" full {shift_true:.4f} chains")
print(f"double jumps: extra barrier {DOUBLE_EXTRA:.2f} eV,"
      f" rate ratio {double_ratio:.4f}")
print(f"double jumps: chains change {double_shift:.4f},"
      f" slope becomes {double_slope:.4f}")
print(f"landings on occupied sites {on_top:.4f} per cell")
print(f"if they slide to chain ends: change {slide_shift:.4f},"
      f" slope becomes {slide_slope:.4f}")
print(f"end detachment: extra barrier {DETACH_EXTRA:.2f} eV,"
      f" at most {detach_bound:.2e} events per cell")
print(f"chains per site: 12 sites {density12:.5f}, 14 {density14:.5f}")
print(f"hop slope per site: 12 sites {slope_hop/SITES:.5f},"
      f" 14 {slope14:.5f}")
print("all assertions hold")
```

It prints:

```
sites 12; temperature 360 K; time 20 s
barrier 0.80 eV; prefactor 5.0e+10 1/s
flux 0.010 per site per s; site spacing 0.28 nm
thermal energy 0.03102 eV
hop rate per direction 0.3158 1/s; hop/flux 31.58
final coverage 0.1813 atoms per site
trajectories at fixed time 400000
mean chains: master eq. 1.41860, sampled 1.41941
chain density 422.2 per um of trough
mean hops = mean integrated propensity 8.2621
Cov(chains, hop count) 2.42867
Cov(chains, integrated hop propensity) 2.59512
their difference -0.16644
d chains/d ln hop rate, master eq. -0.16644
same, sampled covariance -0.17125 +- 0.00327
same, per um of trough -49.54
d chains/d ln flux, master eq. 0.79382
same, sampled covariance 0.79399 +- 0.00198
d chains/d ln time, master eq. 0.62738
sampled score variance 8.2409 +- 0.0239
sd of chains 0.7427; bound on hop slope 2.1347
noise per run: centred 2.0710, plain 5.3101
d mean hops/d ln hop rate, master eq. 6.9437
Cov(N, M) 6.9232 +- 0.0356
Cov(A, M) alone -1.3177 +- 0.0287
E[A] + Cov(A, M) 6.9472 +- 0.0290
10x hop rate: mean hops 51.265
10x: score variance 51.302 +- 0.384
10x: slope -0.11076, sampled -0.10003 +- 0.01191 (60000 runs)
10x: centred noise per run 2.9162
stop at atom 3: mean chains 2.16858 (300000 runs)
stop: hop slope -0.14564, sampled -0.14091 +- 0.00379
stop: flux slope 0.14564, sampled 0.14747 +- 0.00187
d chains/d barrier 5.3652 1/eV; direct 5.3652
d chains/d T -0.011923 1/K; direct -0.011923
barrier +0.02 eV: linear 0.1073, full 0.0998 chains
double jumps: extra barrier 0.08 eV, rate ratio 0.0759
double jumps: chains change -0.0270, slope becomes -0.1756
landings on occupied sites 0.2248 per cell
if they slide to chain ends: change -0.0108, slope becomes -0.1586
end detachment: extra barrier 0.30 eV, at most 6.89e-04 events per cell
chains per site: 12 sites 0.11822, 14 0.11822
hop slope per site: 12 sites -0.01387, 14 -0.01386
all assertions hold
```
